# The Liechtenstein exchange formula from two infinitesimal local spin rotations, part 2

The problem is to find the pair constants $J_{ij}$ of a magnet from the energy of small rotations of its local exchange fields. Energies are in eV, and angles are in radians. The electrons have the Hamiltonian

$$H=h\otimes 1+\tfrac12\sum_i B_i\,(\mathbf e_i\cdot\boldsymbol\sigma).$$

Here $h$ contains the hopping and the spin-independent onsite energies, $\boldsymbol\sigma$ is the vector of Pauli matrices, and the unit vector $\mathbf e_i$ is the direction of the exchange field on site $i$. The matrix $B_i$ is held fixed during a rotation. Both $h$ and $B_i$ are real and symmetric, and spin-orbit coupling is left out.

The reference state is collinear along $z$, with $\mathbf e_i=\eta_i\hat{\mathbf z}$ and $\eta_i=\pm1$. It has spin blocks $H^\sigma$, splittings $\Delta_i=H^\uparrow_{ii}-H^\downarrow_{ii}$ and Green functions $G^\sigma(\varepsilon)=(\varepsilon+i0-H^\sigma)^{-1}$. A small rotation gives $\mathbf e_i$ the transverse part $\boldsymbol\theta_i$. The energy is the grand potential $\Omega$ of the electrons at fixed chemical potential $\mu$, and $f(\varepsilon)$ is the Fermi function at temperature $T$. A positive $J_{ij}$ favours parallel directions. The result is

$$J_{ij}=\frac{\eta_i\eta_j}{2\pi}\,\mathrm{Im}\int f\,\mathrm{Tr}\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right]d\varepsilon .$$

Turning a single site costs

$$\delta\Omega_i=\frac{\theta_i^2}{4\pi}\,\mathrm{Im}\int f\sum_{j\neq i}\mathrm{Tr}\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right]d\varepsilon=\tfrac12\theta_i^2\sum_{j\neq i}\eta_i\eta_jJ_{ij}.$$

The cluster in the numerical output tests these two results against direct diagonalization. It has four sites with two orbitals each, random $h$, and splitting matrices of $-2$ eV times the unit matrix plus random symmetric parts. The temperature is zero and $\mu$ lies in a gap. For the "cross term with orbital flux", random imaginary antisymmetric parts were added to $h$, with all directions parallel, $\mu=-0.5$ eV and $k_BT=0.1$ eV. The term is the mixed second derivative of $\Omega$ for one site tilted along $x$ and another along $y$. For real hopping it vanishes.

## What the constant measures, and a half-metallic example

From the first half the following is needed. The exchange field on site $i$ has direction $\mathbf e_i$ and fixed magnitude, $\Delta_i$ is the spin-up minus spin-down onsite block, and $G^\sigma_{ij}$ are the intersite Green functions of the collinear state. For parallel reference directions and $E=-\tfrac12\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j$,

$$J_{ij}=\frac1{2\pi}\,\mathrm{Im}\int f\,\mathrm{Tr}\!\left[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}\right]d\varepsilon .$$

The small-angle energy is $\tfrac12\sum_{ij}K_{ij}\,\boldsymbol\theta_i\cdot\boldsymbol\theta_j$ with $K_{ij}=-J_{ij}$ for $i\neq j$ and $K_{ii}=\sum_{j\neq i}J_{ij}$.

The derivation turned exchange fields, not magnetic moments. If the field comes from a rigid core spin, its direction is the physical variable and nothing more is required. If the field is produced by the electrons themselves, the distinction counts. Consider a mean-field model with one orbital per site, equivalent sites, moments $\mathbf m_i=\langle\boldsymbol\sigma_i\rangle$ and interaction energy $-\tfrac U4\sum_i\mathbf m_i^2$. Its exchange fields $\mathbf b_i$ enter $H$ as $\tfrac12\mathbf b_i\cdot\boldsymbol\sigma_i$, so that $\partial\Omega/\partial\mathbf b_i=\tfrac12\mathbf m_i$. The functional

$$F[\mathbf b]=\Omega[\mathbf b]+\sum_i\frac{\mathbf b_i^2}{4U}$$

is stationary at the self-consistent solution $\mathbf b_i=-U\mathbf m_i$. When fields turn at fixed length, the second term is constant, and the curvature of $F$ is $K$. Letting the lengths relax does not change this. A half turn about $z$ reverses all transverse angles, so lengths respond at order $\theta^2$, and since $F$ is stationary they change the energy only at order $\theta^4$. This presumes that the state is a minimum of $F$ with respect to the lengths.

Now prescribe the directions of the moments instead. The energy is $E[\mathbf m]=W[\mathbf m]-\tfrac U4\sum_i\mathbf m_i^2$, where $W=\Omega-\tfrac12\sum_i\mathbf b_i\cdot\mathbf m_i$ and $\mathbf b$ is whatever field produces $\mathbf m$. Differentiation gives $dW=-\tfrac12\sum_i\mathbf b_i\cdot d\mathbf m_i$. Let $X$ be the matrix of second derivatives of $\Omega$ with respect to one transverse field component. Then $\delta m=2X\,\delta b$, and the second derivative of $W$ is $-\tfrac14X^{-1}$. With $b^2=U^2m^2$, the two curvatures with respect to angle are

$$K=b^2\left(X+\frac1{2U}\right),\qquad \tilde K=m^2\left(-\tfrac14X^{-1}-\tfrac U2\right).$$

The first equation gives $X=-\frac1{2U}\left(1-\frac{2K}{Um^2}\right)$. Inserting it in the second,

$$\tilde K=\frac{Um^2}{2}\left[\left(1-\frac{2K}{Um^2}\right)^{-1}-1\right]=K\left(1-\frac{2K}{Um^2}\right)^{-1}.$$

The two definitions agree when $2K/(Um^2)$ is small. For a spin of length $m/2$ this ratio is the magnon energy $2K/m$ divided by the exchange splitting $Um$. A four-site ring with hopping amplitude $-1$ eV, exchange field $-3$ eV, $\mu=-2.5$ eV and $k_BT=0.5$ eV shows a case where it is not small. There $m=0.276$ and $U=10.88$ eV. The one-site curvature is $0.0776$ eV for field directions and $0.1129$ eV for moment directions, and an explicit solution for the constraining fields confirmed the latter. In this ring the formula applied to moment directions would be too small by about a third. The uniform state of this ring is stationary but not a minimum: $F$ has negative curvature for nonuniform changes of the field lengths. The ring therefore illustrates the relation between $K$ and $\tilde K$ at fixed lengths and does not represent a stable magnet.

For numerical work at finite temperature the energy integral becomes a sum. The integrand $A(z)=\mathrm{Tr}[\Delta_iG^\uparrow_{ij}\Delta_jG^\downarrow_{ji}]$ is analytic in the upper half plane, and for $i\neq j$ it falls at least as $z^{-4}$, since each intersite Green function falls as $z^{-2}$. The Fermi function has poles at $\mu+i\omega_n$, with $\omega_n=(2n+1)\pi k_BT$ and residue $-k_BT$. Closing the path upward gives $\int fA\,d\varepsilon=-2\pi i\,k_BT\sum_{n\ge0}A(\mu+i\omega_n)$, hence

$$J_{ij}=-k_BT\,\mathrm{Re}\sum_{n\ge0}A(\mu+i\omega_n).$$

The example is a simple cubic lattice with the two $e_g$ orbitals on each site, in the regime of a half-metallic manganite electrode of a magnetic tunnel junction. Rough typical values are used: hopping $t=0.4$ eV, splitting $D=3$ eV, $0.7$ electrons per site, spacing $a=0.39$ nm and $T=300$ K. A core spin $3/2$ supplies the exchange field, so $\Delta_i=-D$ times the unit matrix. Along each axis an electron hops with amplitude $-t$ between the orbitals of type $3z^2-r^2$ pointing along that axis, and the perpendicular $e_g$ combination does not hop. The lattice is periodic with $40^3$ sites.

The majority band extends from $-2.7$ to $-0.3$ eV and the minority band starts at $0.3$ eV. With $\mu=-1.90$ eV the minority band is empty, and the band moment equals the electron number, $0.7$. For a bond along $z$ the first Matsubara frequency, $0.0812$ eV, gives for the $3z^2-r^2$ orbital

$$G^\uparrow=0.7034-0.4455\,i,\qquad G^\downarrow=-0.0373-0.0019\,i\quad(\mathrm{eV}^{-1}).$$

The real part of the product is $-0.0262-0.0009=-0.0271$ eV$^{-2}$. Multiplied by $-k_BTD^2=-0.02585\times9$ eV$^3$, it contributes $6.30$ meV. The full first term is $6.29$ meV, so the other orbital adds about $-0.01$ meV. These digits belong to the $40^3$ mesh. On finer meshes $G^\uparrow$ moves by about $0.0005$ eV$^{-1}$, to $0.7039-0.4459\,i$, while $J_1$ below keeps the digits shown. The sum over frequencies is

$$J_1=29.6\ \mathrm{meV},\qquad J_1/k_B=343\ \mathrm{K}.$$

The constants at $(1,1,0)$, $(1,1,1)$ and $(2,0,0)$ are $0.23$, $-0.02$ and $0.71$ meV. Six nearest neighbours give $177.4$ meV of the total $J_0=\sum_jJ_{0j}=182.3$ meV.

A cone of directions tests all shells together. Let $\mathbf e_{\mathbf R}=(\sin\theta\cos\mathbf q\cdot\mathbf R,\ \sin\theta\sin\mathbf q\cdot\mathbf R,\ \cos\theta)$. Relative to the parallel state, $\mathbf e_0\cdot\mathbf e_{\mathbf R}$ falls by $\sin^2\theta\,(1-\cos\mathbf q\cdot\mathbf R)$. The energy per site is therefore

$$\delta E=\tfrac12\sin^2\theta\,(J_0-J_{\mathbf q}),\qquad J_{\mathbf q}=\sum_{\mathbf R}J(\mathbf R)\cos\mathbf q\cdot\mathbf R .$$

Direct diagonalization of the cone at $\theta=0.01$ gave $J_0-J_{\mathbf q}=351.0$ meV at $\mathbf qa=(\pi,\pi,\pi)$ and $61.8$ meV at $(\pi/2,0,0)$, in agreement with the pair constants to these digits. On the mesh the difference is positive for every nonzero $\mathbf q$, so the parallel state is stable against small cones.

The dependence on the splitting follows from perturbation theory for an empty minority band. The cone raises each occupied majority state by $D\theta^2/4$. It also mixes the state $|a,\mathbf k\rangle$ with minority states $|b,\mathbf k+\mathbf q\rangle$, which lie higher by $D+\delta$, where $\delta=\varepsilon_{b,\mathbf k+\mathbf q}-\varepsilon_{a,\mathbf k}$ is the difference of hopping energies. The mixing lowers the energy by $(D\theta/2)^2p_{ab}/(D+\delta)$, with $p_{ab}$ the squared orbital overlap. Since $\sum_bp_{ab}=1$, the two parts combine into

$$J_0-J_{\mathbf q}=\frac1{2N}\sum_{\mathbf k,a,b}f_{a\mathbf k}\,p_{ab}\,\frac{D\,\delta}{D+\delta}
=\frac1{2N}\sum_{\mathbf k,a,b}f_{a\mathbf k}\,p_{ab}\left(\delta-\frac{\delta^2}{D+\delta}\right),$$

where $N$ is the number of sites. The term $\delta$ is the kinetic energy lost when neighbours are misaligned, which is double exchange. The second term is a gain from virtual hops into the minority band and opposes ferromagnetism. It shrinks as $D$ grows at fixed filling. Accordingly, on a $32^3$ mesh at 300 K, raising $D$ from 3 to 4 eV raises $J_1$ from $29.6$ to $32.2$ meV.

For long waves the cone energy per volume is $\mathcal A q^2\theta^2$, with exchange stiffness $\mathcal A=(J_0-J_{\mathbf q})/(2a^3q^2)$. The smallest mesh wavevector has $qa=2\pi/40=0.157$ and $J_0-J_{\mathbf q}=0.769$ meV ($0.768$ meV on finer meshes), which gives $\mathcal A=6.4$ pJ/m.

Two estimates of the Curie temperature treat the directions as classical. In mean field a spin sees the field $J_0M$, where $M$ is the average of $e^z$. Near the transition its response is $M=J_0M/(3k_BT)$, so $k_BT_C=J_0/3$ and $T_C=705$ K. The random-phase approximation includes spin waves. A weak transverse field $g$ of wavevector $\mathbf q$ turns the average spin along the total field, so $e_\perp/M=(g+J_{\mathbf q}e_\perp)/(J_0M)$ and $e_\perp=g/(J_0-J_{\mathbf q})$. Each transverse component then fluctuates with mean square $k_BT/(J_0-J_{\mathbf q})$. At the transition the three components are equal, and unit length requires

$$\frac1{k_BT_C}=\frac3N\sum_{\mathbf q\neq0}\frac1{J_0-J_{\mathbf q}} .$$

On this mesh $T_C=482$ K, which is about 2 per cent above the value for an infinite lattice because the sum leaves out $\mathbf q=0$.

The pair constants describe small angles, and a full reversal shows the limit of their use. They predict that the state with alternating directions lies $\tfrac12(J_0-J_{\mathbf q})=176$ meV per site above the ferromagnet, with $\mathbf qa=(\pi,\pi,\pi)$. Direct calculation at the same electron number gives $336$ meV, larger by a factor $1.91$. The limit of large $D$ shows why a ratio near two arises. If two sublattices enclose an angle $\theta$, every hop is multiplied by the spin overlap $\cos(\theta/2)$, and at zero temperature the band energy is $-C\cos(\theta/2)$ with $C>0$. Its small-angle rise, $C\theta^2/8$, matches the Heisenberg form $-\tfrac C4\cos\theta$, which predicts a reversal cost $C/2$. The true cost is $C$, a factor of two. The limit accounts for the ratio only. Here $C=544$ meV, so at $D=3$ eV both the direct cost, which is a free-energy difference at 300 K, and the Heisenberg prediction lie well below their limiting values $C$ and $C/2$.

Other omissions can be sized. The half-filled core shells also couple. When two such sites enclose an angle $\theta$, an electron hops into the empty upper level of its neighbour with amplitude $t_c\sin(\theta/2)$ at energy cost $D_c$. The two processes give $-2t_c^2\sin^2(\theta/2)/D_c=-(t_c^2/D_c)(1-\cos\theta)$, hence a pair constant $-t_c^2/D_c$. With rough values $t_c=0.1$ eV and $D_c=5$ eV and two active orbitals per bond, this is $-4.0$ meV. The mean-field Curie temperature drops from 705 to 612 K. If the random-phase value is scaled with the nearest-neighbour constant, it drops from 482 to about 420 K.

Doubling the electronic temperature to 600 K changes $J_1$ by only $-0.5$ per cent at fixed splitting. Magnon energies can be estimated from the precession of the total spin $S=\tfrac32+0.35$ in its exchange field, $\hbar\omega_{\mathbf q}=(J_0-J_{\mathbf q})/S$, if the band moment is taken to stay parallel to the core spin. The highest is then $190$ meV. At short wavelengths the band moment follows the core spin only partly, which raises the energy; with the core spin alone it would be $234$ meV. Both values are below 8 per cent of $D$, so treating the electrons as following the core spins instantly is a reasonable first approximation here. With a spin-orbit energy of $0.04$ eV and a crystal field of $1.5$ eV, both rough, the symmetric anisotropic exchange, which is of second order in their ratio, is roughly $(0.04/1.5)^2J_1\approx0.02$ meV. Antisymmetric exchange is of first order in the ratio, but it vanishes in this lattice because the midpoint of every bond is an inversion centre. In real manganites the oxygen octahedra are tilted, which removes this centre and allows such a term.

Real manganites with this electron count order at up to about 370 K, depending on the compound, which is below all the estimates of the Curie temperature above. The inputs are typical for the class and not fitted to one compound. Core superexchange accounts for a reduction of some 60 to 90 K in this model. Lattice distortions that narrow the band, and dynamical correlation among the $e_g$ electrons, are also present in the real material but are not computed here. The larger splitting tried above imitates one static effect of Coulomb repulsion and moves $J_1$ upward by 9 per cent, so it does not close the gap. At surfaces and interfaces, where a tunnel junction probes the electrode, the atoms have different surroundings and need their own $\Delta_i$ and $G_{ij}$. Most of the values quoted here are collected in the numerical output below.

## Computed results

```
Cluster, parallel: J_01 formula 0.008490, direct 0.008490 eV
  one-site curvature: sum 0.080393, direct 0.080393 eV
Cluster, one site reversed: J_01 formula 0.012032, direct 0.012032 eV
  one-site curvature: sum 0.076312, direct 0.076312 eV
Cross term with orbital flux: 0.03706 eV
Ring: moment 0.2758 (units of hbar/2), U 10.879 eV
Ring curvature, field directions: 0.07758 eV
Ring curvature, moment directions, formula: 0.11286 eV
Ring curvature, moment directions, direct: 0.11285 eV
Lattice inputs: hopping 0.4 eV, splitting 3.0 eV
Electrons per site 0.7, temperature 300 K
Spacing 0.39 nm, core spin 1.5, mesh 40^3
Thermal energy kT: 0.02585 eV
Chemical potential: -1.8992 eV
Majority band: -2.700 to -0.300 eV
Minority band bottom: 0.300 eV
Band moment per site: 0.7000 (units of hbar/2)
First Matsubara frequency: 0.08122 eV
  z-bond G_up (3z2-r2): 0.70335-0.44549j 1/eV
  z-bond G_dn (3z2-r2): -0.03730-0.00193j 1/eV
  first term of J_1: 6.2928 meV
J_1 (1,0,0): 29.569 meV = 343.1 K
J at (1, 1, 0): 0.234 meV
J at (1, 1, 1): -0.018 meV
J at (2, 0, 0): 0.711 meV
Sum over all neighbours J_0: 182.27 meV
J_0-J_q at (pi,pi,pi): formula 351.031, direct 350.981 meV
J_0-J_q at (pi/2,0,0): formula 61.818, direct 61.809 meV
Smallest J_0-J_q on mesh, q not 0: 0.7686 meV
Exchange stiffness: 6.398 pJ/m
Curie temperature, mean field: 705 K
Curie temperature, random phase: 482 K
J_1 on 32^3 mesh: 29.570 meV
J_1 with splitting 4.0 eV (32^3): 32.243 meV
J_1 at 600 K (32^3): 29.419 meV
Antiferro minus ferro, direct: 335.67 meV/site
Antiferro minus ferro, from J: 175.52 meV/site
Core inputs: hopping 0.1 eV, splitting 5.0 eV
Core superexchange per bond: -4.006 meV
Mean-field Curie temperature with core term: 612 K
Highest adiabatic magnon: 189.7 meV
Highest magnon / splitting: 0.0632
Spin-orbit inputs: 0.04 eV, crystal field 1.5 eV
Anisotropic exchange scale: 21.0 micro-eV
```
